# The Grotch-Yennie equation as a rescaled Dirac-Coulomb problem

## The form of the answer

Use units \(\hbar=c=1\). An electron of mass \(m\) moves around a nucleus of charge number \(Z\) and mass \(M\gg m\). If \(M\) is infinite and the nucleus is a point, the energy is \(E_0=mf\), rest energy included. Here \(f\) is a pure number, because \(Z\alpha\) is dimensionless and \(m\) is the sole energy scale. The first correction in \(1/M\) must therefore be \(m^2/M\) times another pure number.

Charge conjugation restricts that number. It reverses the potential and sends \(E_0\) to \(-E_0\). The recoil operator contains \(p^2\), which keeps its sign, and products of the potential with \(\boldsymbol\alpha\) and \(\mathbf p\). The matrices \(\boldsymbol\alpha\) are unchanged, while the potential and \(\mathbf p\) both change sign, so these products keep their sign too. The shift is thus the same for the conjugate state. It should also vanish for an unbound electron at rest, \(E_0=m\). The simplest expression with these properties is \(C(m^2-E_0^2)/M\).

The constant follows from weak binding. For \(E_0=m-B\), with \(B\ll m\), the expression becomes \(2CmB/M\). The nonrelativistic binding energy is proportional to the reduced mass \(m_r=mM/(M+m)\approx m(1-m/M)\), so \(E\) rises by \(mB/M\). Hence \(C=\tfrac12\). This is only a guess. Since charge conjugation also reverses \(Z\), it does not require the shift to depend on \(E_0\) alone, nor does it exclude more complicated even functions. The theorem below establishes the form for the Breit-level model stated there.

## Assumptions and theorem

Let \(\mathbf r\) point from nucleus to electron, \(\mathbf p=-i\nabla\), and
\[
V=-\frac{Z\alpha}{r},\qquad H_0=\boldsymbol\alpha\cdot\mathbf p+\beta m+V,\qquad \mu=\frac mM .
\]
The nucleus is a spinless point with nonrelativistic kinetic energy. The total momentum is zero. One transverse photon is exchanged without retardation. Energies \(E\) omit the constant \(M\).

Let \(\kappa\) be the Dirac angular quantum number and \(\gamma=\sqrt{\kappa^2-(Z\alpha)^2}\). Assume \(\gamma>\tfrac12\), which for \(|\kappa|=1\) means \(Z\alpha<\sqrt3/2\).

**Theorem.** Under these assumptions the Hamiltonian is
\[
H=H_0+\frac{p^2}{2M}+\mathcal B,\qquad
\mathcal B=\frac{V}{2M}\left(\boldsymbol\alpha\cdot\mathbf p+\boldsymbol\alpha\cdot\hat{\mathbf r}\,\hat{\mathbf r}\cdot\mathbf p\right). \tag{1}
\]
To first order in \(1/M\), without expansion in \(Z\alpha\), its bound-state equation transforms into a Dirac-Coulomb equation with mass \(m^*\) and coupling \(Z\alpha\sqrt{1-\mu^2}\), where \(m^*=m(1-E_0/M)+O(\mu^2)\). The energy is
\[
E=E_0+\frac{m^2-E_0^2}{2M}+O(\mu^2). \tag{2}
\]

The coupling changes at second order only, so at the accuracy of the theorem it is unchanged. The second-order factor comes from solving an intermediate equation in closed form; it is not a complete second-order recoil correction.

## Lemma 1: the Hamiltonian

The electron current produces a transverse vector potential. In momentum space its kernel is \((\delta_{ij}-q_iq_j/q^2)/q^2\). The function \(1/q^2\) transforms to \(1/(4\pi r)\). The function \(1/q^4\) transforms to \(-r/(8\pi)\), up to a constant that derivatives remove, since \(-\nabla^2(-r/8\pi)=1/(4\pi r)\). With \(q_iq_j\to-\partial_i\partial_j\),
\[
K_{ij}=\frac{\delta_{ij}}{4\pi r}-\frac{\partial_i\partial_j r}{8\pi}
=\frac{\delta_{ij}+\hat r_i\hat r_j}{8\pi r},
\]
because \(\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r\).

The electron has charge \(-e\), with \(e^2=4\pi\alpha\), and velocity operator \(\boldsymbol\alpha\). At the nucleus \(A_i=-eK_{ij}\alpha_j\). The nuclear energy \((\mathbf P-Ze\mathbf A)^2/2M\), with \(\mathbf P=-\mathbf p\), contains \(p^2/2M\) and the linear term
\[
-\frac{Ze}{M}\mathbf A\cdot\mathbf P=-\frac{Ze^2}{M}K_{ij}\alpha_jp_i=\mathcal B .
\]
The order of \(\mathbf A\) and \(\mathbf P\) is immaterial, since \(q_i(\delta_{ij}-q_iq_j/q^2)=0\) makes \(\mathbf A\) divergence-free. The term in \(A^2\) involves two transverse photons and is omitted. This proves (1). ∎

## Lemma 2: the Breit term as commutators

Let \(W=-Z\alpha r\). Then \(\nabla^2W=2V\), because \(\nabla^2r=2/r\). The claim is
\[
\mathcal B=\frac{1}{2M}\{\boldsymbol\alpha\cdot\mathbf p,V\}+\frac1{4M}[\boldsymbol\alpha\cdot\mathbf p,[p^2,W]]. \tag{3}
\]

**Proof.** Take matrix elements from momentum \(\mathbf p\) to \(\mathbf p'\), with \(\mathbf q=\mathbf p'-\mathbf p\) and \(\tilde V=-4\pi Z\alpha/q^2\). Lemma 1 gives
\[
\mathcal B\to\frac{\tilde V}{M}\left[\boldsymbol\alpha\cdot\mathbf p-\frac{\boldsymbol\alpha\cdot\mathbf q\;\mathbf q\cdot\mathbf p}{q^2}\right].
\]
Insert \(\mathbf p=\tfrac12(\mathbf p+\mathbf p')-\tfrac12\mathbf q\) and \(\mathbf q\cdot\mathbf p=\tfrac12(p'^2-p^2)-\tfrac12q^2\). The terms \(\mp\tfrac12\boldsymbol\alpha\cdot\mathbf q\) cancel, leaving
\[
\mathcal B\to\frac{\tilde V}{2M}\left[\boldsymbol\alpha\cdot(\mathbf p+\mathbf p')-\boldsymbol\alpha\cdot\mathbf q\,\frac{p'^2-p^2}{q^2}\right].
\]
The first part is the anticommutator in (3). The double commutator has matrix element \(\boldsymbol\alpha\cdot\mathbf q\,(p'^2-p^2)\tilde W\). Since \(-q^2\tilde W=2\tilde V\), division by \(4M\) gives the second part. ∎

## Lemma 3: the effective Dirac equation

Define \(G=[p^2,W]/4M\). Then
\[
H=H_0+\frac{H_0^2-m^2}{2M}-\mu\beta V+[H_0,G]. \tag{4}
\]

**Proof.** Since \((\boldsymbol\alpha\cdot\mathbf p)^2=p^2\),
\[
p^2+\{\boldsymbol\alpha\cdot\mathbf p,V\}=(\boldsymbol\alpha\cdot\mathbf p+V)^2-V^2=(H_0-\beta m)^2-V^2 .
\]
The matrices \(\boldsymbol\alpha\) anticommute with \(\beta\), so \(\{H_0,\beta\}=2m+2\beta V\). Therefore
\[
(H_0-\beta m)^2-V^2=H_0^2-m(2m+2\beta V)+m^2-V^2
=H_0^2-m^2-2m\beta V-V^2 .
\]

For the double commutator write \(\boldsymbol\alpha\cdot\mathbf p=H_0-\beta m-V\). The matrix \(\beta\) commutes with \([p^2,W]=-(\nabla^2W)-2\nabla W\cdot\nabla\), so
\[
[\boldsymbol\alpha\cdot\mathbf p,[p^2,W]]=[H_0,[p^2,W]]-[V,[p^2,W]],
\]
\[
[V,[p^2,W]]=2\nabla W\cdot\nabla V
=2(-Z\alpha\hat{\mathbf r})\cdot\frac{Z\alpha\hat{\mathbf r}}{r^2}=-2V^2 .
\]
After division by \(4M\), the last commutator contributes \(+V^2/2M\), which cancels \(-V^2/2M\) from the square. Equation (4) remains. ∎

The cancellation uses the Coulomb form. For a general central \(V\), with \(\nabla^2W=2V\) and the Breit term defined by (3), the same steps leave the extra term \(-(V^2+\nabla V\cdot\nabla W)/2M\).

The operator \(G\) is anti-Hermitian on radial functions with \(P(0)=0\), so \(e^G\) preserves the norm to first order in \(1/M\), and
\[
e^GHe^{-G}=H+[G,H_0]+O(M^{-2})=H_0+\frac{H_0^2-m^2}{2M}-\mu\beta V+O(M^{-2}). \tag{5}
\]
This is the effective Dirac Hamiltonian. Its states \(\psi'\) give the original ones by \(\psi=e^{-G}\psi'\). Explicitly, \(G=(Z\alpha/2M)(\partial_r+1/r)\). On a radial function \(P(r)/r\) it gives \((Z\alpha/2M)P'(r)/r\). Thus \(e^{-G}\) replaces \(P(r)\) by \(P(r-Z\alpha/2M)\), a small outward displacement. A shift on the half-line \(r>0\) is not exactly unitary, and the expansion is meaningful only at distances much larger than this displacement. In the excluded region \(P^2\propto r^{2\gamma}\) and energies scale as \(1/r\), so that region can contribute an energy of order \(m\mu^{2\gamma}\). The symbol \(O(\mu^2)\) in (2) and (7) therefore counts formal powers of \(1/M\). For \(|\kappa|=1\), where \(\gamma<1\), the remainder may be as large as \(\mu^{2\gamma}\), which is still beyond first order because \(\gamma>\tfrac12\).

## Proof of the theorem: the rescaled equation

Let \(\psi'\) solve
\[
[\boldsymbol\alpha\cdot\mathbf p+\beta m+V(1-\mu\beta)]\psi'=\varepsilon\psi' . \tag{6}
\]
Then \(H_0\psi'=\varepsilon\psi'+\mu\beta V\psi'\), so at fixed \(r>0\) one has \(H_0^2\psi'=\varepsilon^2\psi'+O(\mu)\). The factor \(1/2M\) in (5) makes this error second order. Hence \(\psi'\) solves the effective equation to first order, with
\[
E=\varepsilon+\frac{\varepsilon^2-m^2}{2M}+O(\mu^2). \tag{7}
\]

Equation (6) contains a scalar potential \(-\mu\beta V\) beside the vector potential \(V\). To remove it, put \(\psi'=e^{\beta\theta/2}\chi\), with \(\tanh\theta=\mu\), and multiply from the left by \(e^{\beta\theta/2}\). Since \(\boldsymbol\alpha\) anticommutes with \(\beta\), the kinetic term is unchanged:
\[
e^{\beta\theta/2}\boldsymbol\alpha\cdot\mathbf p\,e^{\beta\theta/2}
=\boldsymbol\alpha\cdot\mathbf p\,e^{-\beta\theta/2}e^{\beta\theta/2}=\boldsymbol\alpha\cdot\mathbf p .
\]
All other terms acquire \(e^{\beta\theta}=c_\theta(1+\mu\beta)\), where \(c_\theta=\cosh\theta=1/\sqrt{1-\mu^2}\). With \(\beta^2=1\),
\[
c_\theta(1-\mu\beta)(1+\mu\beta)=c_\theta(1-\mu^2)=\sqrt{1-\mu^2},
\]
\[
c_\theta(\beta m-\varepsilon)(1+\mu\beta)
=\beta c_\theta(m-\mu\varepsilon)-c_\theta(\varepsilon-\mu m).
\]
The result is the Dirac-Coulomb equation
\[
\left[\boldsymbol\alpha\cdot\mathbf p+\beta m^*+\sqrt{1-\mu^2}\,V\right]\chi=\varepsilon^*\chi, \tag{8}
\]
\[
m^*=\frac{m-\mu\varepsilon}{\sqrt{1-\mu^2}},\qquad
\varepsilon^*=\frac{\varepsilon-\mu m}{\sqrt{1-\mu^2}} .
\]
The pair \((\varepsilon,m)\) changes as under a Lorentz boost with velocity \(\mu\), though no change of reference frame is involved. Consequently \(\varepsilon^{*2}-m^{*2}=\varepsilon^2-m^2\), and \(\chi\) decays at large distance with the same exponent as \(\psi'\).

Let \(f^*\) be \(f\) evaluated at the rescaled coupling. Then \(\varepsilon^*=m^*f^*\), or \(\varepsilon-\mu m=f^*(m-\mu\varepsilon)\), whence
\[
\varepsilon=m\frac{f^*+\mu}{1+\mu f^*}=m[f+\mu(1-f^2)]+O(\mu^2),
\]
because \(f^*=f+O(\mu^2)\). Substitution in (7) gives
\[
E=mf+m\mu(1-f^2)-\tfrac12m\mu(1-f^2)+O(\mu^2),
\]
which is (2). ∎

## A second proof by dilation

The energy can also be found without solving (6). Let \(D=(\mathbf r\cdot\mathbf p+\mathbf p\cdot\mathbf r)/2\). From \([p_j,D]=-ip_j\) and \([V,D]=i\mathbf r\cdot\nabla V=-iV\),
\[
i[H_0,D]=\boldsymbol\alpha\cdot\mathbf p+V=H_0-\beta m .
\]
Take the anticommutator with \(H_0\). On the left, \(\{H_0,[H_0,D]\}=[H_0,\{H_0,D\}]\), as writing out both sides shows. On the right stands \(2H_0^2-2m^2-2m\beta V\). Thus
\[
m\beta V=H_0^2-m^2-\frac i2[H_0,\{H_0,D\}]. \tag{9}
\]
In an eigenstate of \(H_0\) the commutators in (4) and (9) have zero expectation value, provided no surface term survives at the origin. Spinors behave there as \(r^{\gamma-1}\), and \(G\) and \(\{H_0,D\}\) lower the power by at most one. The surface term is therefore of order \(r^2r^{2\gamma-3}=r^{2\gamma-1}\), which vanishes for \(\gamma>\tfrac12\). Hence \(m\langle\beta V\rangle=E_0^2-m^2\), and first-order perturbation theory with (4) gives
\[
\left\langle\frac{p^2}{2M}+\mathcal B\right\rangle
=\frac{E_0^2-m^2}{2M}-\frac{E_0^2-m^2}{M}
=\frac{m^2-E_0^2}{2M}.
\]

## Lemma 4: the number \(f\)

Write the spinor as \(r^{-1}(P\chi_\kappa,\,iQ\chi_{-\kappa})\). The relations \(\boldsymbol\sigma\cdot\hat{\mathbf r}\chi_\kappa=-\chi_{-\kappa}\) and \(\boldsymbol\sigma\cdot\mathbf L\chi_\kappa=-(\kappa+1)\chi_\kappa\) give
\[
P'+\frac{\kappa P}{r}=(E_0+m-V)Q,\qquad
-Q'+\frac{\kappa Q}{r}=(E_0-m-V)P .
\]
Insert \(P=e^{-\lambda r}\sum_sa_sr^{\gamma+s}\) and \(Q=e^{-\lambda r}\sum_sb_sr^{\gamma+s}\), with \(\lambda^2=m^2-E_0^2\) and \(z=Z\alpha\). Equal powers give
\[
(\gamma+s+\kappa)a_s-zb_s=\lambda a_{s-1}+(E_0+m)b_{s-1},
\]
\[
(\kappa-\gamma-s)b_s-za_s=-\lambda b_{s-1}-(m-E_0)a_{s-1}.
\]
For \(s=0\) the right sides vanish, which requires \(\gamma^2=\kappa^2-z^2\). Multiply the first line by \(\lambda\), the second by \(E_0+m\), and add: the right sides cancel. For large \(s\) this sum gives \(b_s\approx\lambda a_s/(E_0+m)\), and the first line then gives \(a_s\approx2\lambda a_{s-1}/s\). An endless series would grow as \(e^{2\lambda r}\) and overcome \(e^{-\lambda r}\), so the series must end. Let it end at \(s=n_r\) and put \(N=n_r+\gamma\). The equations at \(s=n_r+1\) give \(b_{n_r}=-\lambda a_{n_r}/(E_0+m)\). The sum at \(s=n_r\) then becomes
\[
2\lambda N+z(m-E_0)-z(m+E_0)=0,
\]
so \(\lambda N=zE_0\). Squaring yields
\[
f=\left[1+\frac{(Z\alpha)^2}{(n_r+\gamma)^2}\right]^{-1/2}. \tag{10}
\]
For \(n_r=0\), \(b_0/a_0=(\gamma+\kappa)/z\) must be negative, so only \(\kappa<0\) is allowed. ∎

## Remarks on limits

**Reduced mass.** Replacing \(m\) by \(m_r\) in the Dirac binding energy gives the first-order shift \((m^2/M)(1-f)\). This exceeds the shift in (2) by the factor \(2/(1+f)\), which tends to one for weak binding. The form
\[
E=m+m_r(f-1)-\frac{m_r^2(f-1)^2}{2(M+m)}
\]
has the right first-order term, since \(-(f-1)-\tfrac12(f-1)^2=\tfrac12(1-f^2)\).

**States without radial excitation.** For \(n_r=0\), (10) gives \(f=\gamma/|\kappa|\), so \(1-f^2=(Z\alpha)^2/\kappa^2\). The shift is \((Z\alpha)^2m^2/(2M\kappa^2)\), identical to the nonrelativistic one with \(n=|\kappa|\).

**Degeneracy.** The shift depends on the state through \(E_0\) alone. Levels with equal \(n_r\) and \(|\kappa|\), such as \(2s\) and \(2p_{1/2}\), remain degenerate at this order.

**Range of use.** The Hamiltonian (1) serves for a first-order calculation. Treated without expansion, the free negative-energy branch \(-\sqrt{p^2+m^2}+p^2/2M\) would turn positive at momenta near \(2M\), where nonrelativistic nuclear motion has already failed. The bound levels would then lie in a continuum and acquire a width, of order \(m\mu^{2\gamma}\) for \(1s\). A second limit lies at the origin, where \(\mathcal B\) scales as \(1/r^2\), like \(p^2/2M\). For \(\kappa=-1\), completing the square gives \(\langle p^2/2M+\mathcal B\rangle=\frac1{2M}\int\left[(P'-P/r+2VQ)^2+Q'^2+(2-4(Z\alpha)^2)Q^2/r^2\right]dr\), and \(\kappa=+1\) gives the same form with the roles of the two components exchanged. This is bounded below only if \(2-4(Z\alpha)^2\ge-\tfrac14\), that is \(Z\alpha\le\tfrac34\). For \(\tfrac34<Z\alpha<\sqrt3/2\) the first-order shift (2) is still finite, but the unexpanded operator (1) needs a short-distance cutoff, and the remainder depends on it.

## Example: hydrogen-like mercury

Take \(Z=80\), a spinless point nucleus and the rounded nuclear mass 202 u. (The actual mass of the mercury-202 nucleus, about 201.93 u, would raise every shift below by about 0.04%, enough to change the last digit for \(1s\).) Then \(Z\alpha=0.58379\), \(\gamma=0.81191\) for \(|\kappa|=1\), \(\mu=2.7157\times10^{-6}\), and \(m^2/M=1.3877\) eV. For \(1s\), \(f=\gamma\), and (2) gives
\[
\frac{1.3877\ \mathrm{eV}}2\left(1-0.81191^2\right)=0.2365\ \mathrm{eV}.
\]

The two contributions were also calculated separately. The radial Dirac equation was diagonalized with 22 Laguerre functions for each component, and the integrals were done by Gauss-Laguerre quadrature. For normalized \(P,Q\), the orbital angular momenta of the two components and the radial action of \(\boldsymbol\alpha\cdot\mathbf p\) give
\[
\langle p^2\rangle=\int_0^\infty\left[P'^2+Q'^2+\frac{\kappa(\kappa+1)P^2+\kappa(\kappa-1)Q^2}{r^2}\right]dr,
\]
\[
\langle\mathcal B\rangle=\frac1M\int_0^\infty V\left[QP'-PQ'+\frac{\kappa PQ}r\right]dr .
\]
In the second integral, \(\boldsymbol\alpha\cdot\mathbf p\) contributes \((-Q'+\kappa Q/r,\;P'+\kappa P/r)\) and \(\boldsymbol\alpha\cdot\hat{\mathbf r}\,\hat{\mathbf r}\cdot\mathbf p\) contributes \((-Q'+Q/r,\;P'-P/r)\). The results are:

- \(1s\): \(0.5547-0.3183=0.2365\) eV, from unrounded terms.
- \(2s\): \(0.1314-0.0662=0.0653\) eV, from unrounded terms.
- \(2p_{1/2}\): \(0.0963-0.0310=0.0653\) eV.
- \(2p_{3/2}\): \(0.0666-0.0075=0.0591\) eV.

In each line the first term is \(\langle p^2\rangle/2M\) and the second is \(\langle\mathcal B\rangle\). The sums agree with (2). The kinetic and Breit terms differ between \(2s\) and \(2p_{1/2}\), but their sums coincide, as the equality of \(E_0\) requires.

In the rescaled description of \(1s\), the relative mass change is \(-2.205\times10^{-6}\), and the relative coupling change is \(-3.69\times10^{-12}\). Equation (6) raises \(\varepsilon\) above \(E_0\) by 0.4730 eV. The term \((E_0^2-m^2)/2M=-0.2365\) eV in (7) removes half of this. Using the reduced mass alone would give 0.2610 eV, larger than the correct Breit-level shift by the factor 1.104.

The displacement \(Z\alpha/2M\) is \(3.06\times10^{-4}\) fm, far below the size of a heavy nucleus, which is several femtometres. A real nucleus therefore does not have a point Coulomb field at that distance. For a uniformly charged sphere of root-mean-square radius 5.465 fm, with the Breit term defined by (3), the \(1s\) shift falls from 0.2365 to about 0.228 eV, and the \(2s\) and \(2p_{1/2}\) shifts separate to about 0.0637 and 0.0651 eV. The example also omits retardation, exchange of two transverse photons, the Coulomb recoil term from negative-energy intermediate states, and radiative effects. The first three also contribute at first order in \(m/M\), and with \(Z\alpha\) near 0.58 they need not be small compared with the shift computed here. The Coulomb term alone, \(-\langle\mathbf p\Lambda_-\mathbf p\rangle/M\) with \(\Lambda_-\) the projector on negative-energy states of \(H_0\), is about \(-0.04\) eV for \(1s\). Radiative effects carry a factor \(\alpha\) but no factor \(m/M\). The values are Breit-level results for the stated model, not predictions of measured mercury levels.
